Schottky Barrier Pinning by Interface States Behind a Thin Dielectric

**1. Definitions and conventions**

A metal faces an n-type semiconductor across a thin dielectric. The dielectric has thickness δ and absolute permittivity ε, and it contains no charge. The coordinate x is zero at the semiconductor surface and increases into the semiconductor, so the metal surface is at x = −δ.

The elementary charge e is positive. Energies are electron energies, so an electron at electrostatic potential V has potential energy −eV. The contact is in equilibrium at zero bias and has a single Fermi level E_F. The quantities needed are:

- φ_m, the work function of the metal;
- χ, the electron affinity of the semiconductor;
- E_c(0), the conduction edge at the semiconductor surface;
- φ_B = E_c(0) − E_F, the barrier for electrons;
- D, the number of interface states per area and energy;
- Φ_0, the depth of the neutrality level below E_c(0).

The interface states lie at x = 0. They carry no net charge when they are filled up to the neutrality level and empty above it. Making the contact is taken to leave φ_m and χ unchanged. Image-force lowering of the barrier, tunnelling and the charge of holes are left out.

The pinning factor is the response of the barrier to a change of metal:

S = dφ_B/dφ_m.

S = 1 means that the barrier follows the work function fully, and S = 0 that it ignores it. The aim is to find when S = 1/(1 + e²Dδ/ε), and what replaces this expression when its conditions are not met.

Electronvolts and nanometres are natural here, and e²/ε₀ = 18.0951 eV nm. The numbers below belong to a model contact with round parameters: δ = 0.5 nm, relative permittivity 4 for the dielectric and 10 for the semiconductor, χ = 4.0 eV, Φ_0 = 0.8 eV, a gap of 3 eV and a temperature of 300 K.

**2. The simple case: no charge on the semiconductor side**

Just outside the metal, the local vacuum level lies at E_F + φ_m. At the semiconductor surface it lies at E_c(0) + χ = E_F + φ_B + χ. The drop of electron energy from metal to semiconductor is therefore

Δ = (E_F + φ_m) − (E_F + φ_B + χ) = φ_m − χ − φ_B.   (1)

This drop must be produced by charge. Let the semiconductor side carry Q per area. The contact as a whole is neutral, so the metal surface carries −Q. For Q > 0 the field in the dielectric points from the semiconductor to the metal and has magnitude Q/ε. The semiconductor surface is then at the higher potential:

V(0) − V(−δ) = Qδ/ε.

Since electron energy is −eV, the drop is

Δ = −eV(−δ) + eV(0) = eQδ/ε.   (2)

Charge inside the semiconductor also counts in Q, because its field lines cross the dielectric on their way to the metal.

If there are no interface states and the semiconductor has negligible charge, then Q = 0 and Δ = 0. Equation (1) gives

φ_B = φ_m − χ, S = 1.

This is the Schottky limit. For φ_m = 5.2 eV it gives a barrier of 1.2 eV.

**3. Adding a constant density of interface states**

Take zero temperature first, so that the states are filled up to E_F. The neutrality level is at E_c(0) − Φ_0, and the Fermi level is at E_c(0) − φ_B. The number of electrons per area in excess of neutrality is D times the distance from the neutrality level up to E_F:

D[(E_c(0) − φ_B) − (E_c(0) − Φ_0)] = D(Φ_0 − φ_B).

Each electron carries −e, so the interface charge is

Q_it = −eD(Φ_0 − φ_B) = eD(φ_B − Φ_0).   (3)

A barrier larger than Φ_0 puts the Fermi level below the neutrality level. States that should be filled for neutrality are then empty, and the charge is positive.

Keep the semiconductor charge negligible for now, so that Q = Q_it. Inserting (3) in (2) and equating the result to (1) gives

φ_m − χ − φ_B = (e²Dδ/ε)(φ_B − Φ_0).

Define the dimensionless number

a = e²Dδ/ε.

Collecting the terms in φ_B on one side,

φ_m − χ + aΦ_0 = (1 + a)φ_B,

and dividing by 1 + a,

φ_B = (φ_m − χ)/(1 + a) + aΦ_0/(1 + a).

The parameters D, δ, ε, χ and Φ_0 are held fixed when the metal is changed. Differentiation with respect to φ_m then gives

S = 1/(1 + a) = 1/(1 + e²Dδ/ε).   (4)

Because 1 − S = a/(1 + a), the barrier can be written as a weighted mean,

φ_B = S(φ_m − χ) + (1 − S)Φ_0.   (5)

The mechanism is a negative feedback. A metal with a larger work function tends to raise the barrier. A higher barrier empties interface states, which makes the semiconductor side more positive. The resulting drop across the dielectric takes up part of the change in work function. If φ_m rises by 1 eV, the barrier rises by S eV and the drop by (1 − S) eV.

**4. Limits of the constant-density result**

*Few states.* For a → 0, equation (5) returns φ_B = φ_m − χ, the result of section 2.

*Many states.* For D → ∞ at fixed δ, a → ∞ and φ_B → Φ_0. The metal no longer matters, which is the Bardeen limit. The charge stays finite. Subtracting Φ_0 from (5) gives

φ_B − Φ_0 = S(φ_m − χ − Φ_0),   (6)

and hence Q_it = eDS(φ_m − χ − Φ_0). For large D the product DS tends to D/a = ε/(e²δ), so

Q_it → (ε/(eδ))(φ_m − χ − Φ_0).

This is the charge that makes the dielectric take up the whole mismatch φ_m − χ − Φ_0. A large density of states supplies it with a very small movement of the Fermi level.

*No dielectric.* For δ → 0 at fixed D, a → 0 and S → 1. The interface charge tends to eD(φ_m − χ − Φ_0), which is generally not zero, but across zero thickness it produces no potential drop. In this model, pinning needs both charge and separation. The limit does not describe an intimate contact whose states extend into the semiconductor, since such states can form a dipole there.

*The neutral point.* If φ_m − χ = Φ_0, equation (6) gives φ_B = Φ_0 for every D. The states are neutral at that work function, so their number is irrelevant. Lines φ_B(φ_m) for different D all cross there.

*Holes.* The hole barrier at the same surface is E_g − φ_B, where E_g is the gap. From (5),

E_g − φ_B = S(E_g + χ − φ_m) + (1 − S)(E_g − Φ_0).

Its slope is −S. Pinning thus weakens the response of both barriers equally, while their sum stays E_g.

**5. Numbers for one contact**

Let D = 0.5 eV⁻¹ nm⁻², which is 5 × 10¹³ eV⁻¹ cm⁻². Then

a = 18.0951 × 0.5 × 0.5/4 = 1.1309,

S = 1/2.1309 = 0.4693.

The units cancel: eV nm times eV⁻¹ nm⁻² times nm is a pure number. For a metal with φ_m = 5.2 eV, equation (5) gives

φ_B = 0.4693 × 1.2 eV + 0.5307 × 0.8 eV = 0.988 eV.

The Fermi level lies 0.188 eV below the neutrality level, so the interface charge is

Q_it = 0.5 × 0.1877 e/nm² = 0.0939 e/nm².

This is about one elementary charge per 11 nm², a spacing of about 3.3 nm, which is much larger than δ. The uniform sheet assumed in (2) therefore gives only the lateral average of the drop. For fixed point charges on a square lattice, the potential 0.5 nm inside the semiconductor varies between about 0.17 and 0.42 eV around that average, and the variation falls to about 0.01 eV at a depth of 2 nm. The drop follows from (2):

Δ = (18.0951 × 0.5/4) × 0.0939 eV = 0.212 eV.

It closes the energy balance, since 1.2 − 0.988 = 0.212 eV. The corresponding mean field in the dielectric is about 4 MV/cm, of the order of the breakdown fields of thick dielectric films. A modest areal charge thus removes about a fifth of an electronvolt from the Schottky-limit barrier.

The slope is one half when a = 1, that is for D = ε/(e²δ). Here this is 4/(18.0951 × 0.5) = 0.44 eV⁻¹ nm⁻², so the chosen contact is slightly past the midpoint between no pinning and full pinning.

**6. Generalization to finite temperature**

At temperature T the states are filled according to the Fermi function f(E) = 1/(1 + exp[(E − E_F)/kT]). Suppose they fill the gap from E_v to E_c with constant D. An antiderivative of f is −kT ln(1 + exp[−(E − E_F)/kT]), as differentiation confirms. With E_c − E_F = φ_B and E_F − E_v = E_g − φ_B, the integral from E_v to E_c is

∫f dE = kT ln(1 + exp[(E_g − φ_B)/kT]) − kT ln(1 + exp[−φ_B/kT]).

Taking the large exponential out of the first logarithm gives

∫f dE = E_g − φ_B + kT ln(1 + exp[−(E_g − φ_B)/kT]) − kT ln(1 + exp[−φ_B/kT]).

Neutrality corresponds to D(E_g − Φ_0) electrons per area. Subtracting the actual number and multiplying by e,

Q_it = eD{φ_B − Φ_0 + kT ln(1 + exp[−φ_B/kT]) − kT ln(1 + exp[−(E_g − φ_B)/kT])}.

The first two terms are the zero-temperature law (3). The other two come from the band edges and are exponentially small when E_F is many kT from both. With kT = 0.02585 eV and a barrier of 0.6 eV, the larger one is about kT exp(−23), or 10⁻¹⁰ kT. The physical reason is symmetry: heating empties as many states below E_F as it fills above, provided that D is the same on both sides.

As T → 0 the edge terms vanish and (3) returns. If E_F comes within a few kT of a band edge, they are no longer negligible and the straight line (5) bends.

**7. Generalization to a charged semiconductor**

Let the semiconductor carry a charge Q_s per area, a function of φ_B for given doping and temperature. The total charge facing the metal is now Q_it + Q_s, and equations (1) to (3) give

φ_m − χ = φ_B + a(φ_B − Φ_0) + eδQ_s/ε.   (7)

Differentiating with respect to φ_B,

dφ_m/dφ_B = 1 + a + b, b = (eδ/ε) dQ_s/dφ_B,

so that the slope is

dφ_B/dφ_m = 1/(1 + a + b).   (8)

The formula (4) therefore requires b ≪ 1 + a, a condition additional to constant D.

Equation (8) has a circuit reading. Let C_i = ε/δ, C_it = e²D and C_s = e dQ_s/dφ_B be capacitances per area. Then a = C_it/C_i and b = C_s/C_i, so

dφ_B/dφ_m = C_i/(C_i + C_it + C_s).

The dielectric is in series with two parallel capacitors, one for the interface states and one for the semiconductor. The pinning factor is the fraction of a change in φ_m that appears across the parallel pair.

The barrier itself also moves. Solving (7) for the φ_B outside Q_s gives

φ_B = S(φ_m − χ) + (1 − S)Φ_0 − S eδQ_s/ε,   (9)

where S is still 1/(1 + a) and Q_s is taken at the true barrier. Positive semiconductor charge lowers the barrier. If Q_s is zero throughout the range of barriers considered, equations (8) and (9) return to (4) and (5). A zero at a single barrier, as at flat band, is not enough for (8), because dQ_s/dφ_B does not vanish there.

**8. The depletion charge**

To estimate b, take a thick semiconductor with uniform donor density N, all donors ionized, and a non-degenerate electron gas. Let ζ be E_c − E_F deep in the bulk, and let y(x) = E_c(x) − E_F − ζ be the band bending. The electron density is N exp(−y/kT), which equals N in the neutral bulk. The charge density is

ρ = eN(1 − exp[−y/kT]).

Poisson's equation is V″ = −ρ/ε_s, with ε_s the permittivity of the semiconductor. Since y equals −eV plus a constant,

y″ = eρ/ε_s = (e²N/ε_s)(1 − exp[−y/kT]).

Multiply by y′. The left side becomes the derivative of y′²/2. Integrating from the bulk, where y and y′ vanish, to the surface gives

y′(0)²/2 = (e²N/ε_s)[y_0 − kT(1 − exp[−y_0/kT])],

with y_0 = φ_B − ζ. The charge per area is the integral of ρ = ε_s y″/e from the surface to the bulk, which is

Q_s = −ε_s y′(0)/e.

For y_0 > 0 the bands fall into the semiconductor, so y′(0) < 0 and Q_s > 0. Squaring and inserting y′(0)²,

Q_s² = 2ε_s N[y_0 − kT(1 − exp[−y_0/kT])].   (10)

Define a width W by Q_s = eNW. Then

W² = (2ε_s/(e²N))[y_0 − kT(1 − exp[−y_0/kT])].

The derivative of the bracket in (10) with respect to φ_B is 1 − exp[−y_0/kT]. Hence

2Q_s dQ_s/dφ_B = 2ε_s N(1 − exp[−y_0/kT]).

Dividing by 2Q_s = 2eNW and multiplying by eδ/ε,

b = (δε_s/(εW))(1 − exp[−y_0/kT]).   (11)

For y_0 ≫ kT this is the ratio of the depletion capacitance ε_s/W to the dielectric capacitance ε/δ. It is small when the depletion layer is much wider than the dielectric, after weighting by the permittivities. At a given barrier, heavier doping makes b larger, as long as the electron gas stays non-degenerate. It makes W smaller when y_0 exceeds about 1.6 kT. Closer to flat band, the fall of ζ with rising N adds enough band bending that W grows instead.

In a disordered semiconductor, electrons trapped in tail states below the conduction edge contribute a negative charge besides the charges of the donors and the free electrons. Equation (8) still holds if this charge is in equilibrium and is included in Q_s, but (10) and (11) then need replacing. They also fail for a film thinner than its depletion layer.

**9. The same contact with depletion included**

Let N = 10¹⁷ cm⁻³ = 10⁻⁴ nm⁻³ and let the effective density of the conduction band be 5 × 10¹⁸ cm⁻³. Then ζ = kT ln 50 = 0.101 eV. Poisson's equation was solved numerically through dielectric and semiconductor, with the interface charge found by summing the Fermi function over the states. This solution does not use the formulas for the barrier or its slope.

For φ_m = 5.2 eV it gives φ_B = 0.977 eV, Q_it = 0.0887 e/nm² and Q_s = 0.0097 e/nm². The drop is

Δ = (18.0951 × 0.5/4) × (0.0887 + 0.0097) eV = 0.223 eV,

in agreement with 1.2 − 0.977. Equation (9) predicts a shift of

−0.4693 × 2.262 × 0.0097 eV = −0.010 eV,

which is the difference between the two barriers, 0.9774 eV here and 0.9877 eV in section 5 when four decimals are kept. The depletion charge enlarges the drop by only that amount because the lower barrier also reduces the interface charge.

The width is W = 97 nm, and (11) gives b = 0.5 × 10/(4 × 97) = 0.013. This is small beside 1 + a = 2.13.

Across a series of metals the barriers are, in eV:

φ_m | equation (5) | Poisson solution
4.4 | 0.612 | 0.605
4.8 | 0.800 | 0.791
5.2 | 0.988 | 0.977

The mean slope of the Poisson barriers is 0.466, against 0.469 from (4), a relative difference of 0.7 per cent. In the tests, these barriers agreed with the root of (7) to within 10⁻⁵ eV.

The local slope at φ_m = 4.8 eV shows how the doping enters. For N = 10¹⁷ cm⁻³, b = 0.0146 and both (8) and the Poisson solution give 0.4661. For N = 10¹⁵ cm⁻³, b = 0.0016 and both give 0.4689. Reducing N a hundredfold reduces b by a factor of 9.1, not 10. The reason is that ζ rises when N falls, which leaves less band bending and makes W grow slightly less than N^(−1/2).

**10. From weak to strong pinning**

With N = 10¹⁵ cm⁻³ and φ_m = 4.8 eV, the density of states can be varied at δ = 0.5 nm:

D (eV⁻¹ nm⁻²) | 1/(1 + a) | Poisson slope
0.01 | 0.978 | 0.976
0.10 | 0.8155 | 0.8145
0.50 | 0.469 | 0.469
2.00 | 0.181 | 0.181
10.0 | 0.042 | 0.042

The small discrepancy at low D is the depletion term. To first order in b, equation (8) differs from (4) by −b/(1 + a)², so raising D at fixed δ suppresses it.

At fixed D = 0.5 eV⁻¹ nm⁻², reducing δ to 0.05 nm and then 0.005 nm raises the Poisson slope to 0.898 and 0.989. These thicknesses are a mathematical check of the limit δ → 0, not realistic films. In all these cases the barrier stayed within 0.002 eV of Φ_0, as the neutral-point argument requires when Q_s is small.

**11. A density of states that varies with energy**

If D depends on energy, measured from the band edge, the zero-temperature interface charge is e times the integral of D over the states between the Fermi and neutrality levels. Its derivative with respect to φ_B is eD(E_F). At finite temperature,

dQ_it/dφ_B = e∫D(E)(−df/dE) dE.

The function −df/dE is a symmetric peak a few kT wide around E_F. The slope therefore contains an average of D near the Fermi level, not its average over the gap. For a D linear in energy, the symmetry makes this average equal to D(E_F), apart from edge terms. A constant D returns (4) when b is negligible.

As an example with N = 10¹⁷ cm⁻³, let D rise with energy by 0.4 per eV relative to its value of 0.5 eV⁻¹ nm⁻² at the neutrality level. For φ_m = 4.4 eV, D(E_F) = 0.538 eV⁻¹ nm⁻² and the slope is 0.448. For φ_m = 5.2 eV the Fermi level lies deeper, D(E_F) = 0.464 eV⁻¹ nm⁻² and the slope is 0.485. The Poisson solution and equation (8) with the local D agree on both values. The plot of φ_B against φ_m is now a curve, and one pinning factor no longer describes it.

**12. What a slope can reveal**

Solving (8) for the interface term gives

e²Dδ/ε = 1/S_obs − 1 − b,

where S_obs is the observed local slope. When b is negligible, the slope fixes the combination Dδ/ε, so finding D requires δ and ε from elsewhere. Otherwise they are also needed for b itself, which at a given barrier is proportional to δ/ε. Ignoring b assigns the depletion response to interface states. For the contact with N = 10¹⁷ cm⁻³, 1/0.46608 − 1 = 1.146 instead of a = 1.131, and D would be overestimated by 1.3 per cent. This figure holds within the model, which leaves out the image force. For a metal plane directly on this semiconductor, image-force lowering would be 0.044 to 0.050 eV across the series and would move 1/S − 1 from 1.146 to about 1.185. The dielectric layer weakens the image energy to about 0.01 eV within a few nanometres of the surface, which is still as large as the depletion shift. A measured slope cannot be corrected at the per cent level by b alone.

The inference also assumes that D, δ, ε and Φ_0 are the same for every metal in the series. A contact dipole common to all the metals acts as a constant shift of φ_m. It leaves the slope of the straight line (5) unchanged. Where the plot of φ_B against φ_m is curved, it moves the curve sideways and so changes the local slope at a given φ_m. A dipole, or an interface reaction, that varies from metal to metal can change the observed slope without any change in D, in particular when it varies systematically with φ_m. The full set of computed values is in the numerical output.

Table of computed values

```
e^2/eps_0 = 18.0951 eV nm
temperature = 300 K, kT = 0.02585 eV
chi = 4.0 eV, Phi_0 = 0.8 eV, gap = 3.0 eV
relative permittivities: dielectric 4, semicond. 10
delta = 0.50 nm, D = 0.50 /(eV nm^2)
D converted = 5.0e+13 /(eV cm^2)
donor density N = 1.0e+17 /cm^3
band density N_c = 5.0e+18 /cm^3
zeta = 0.1011 eV
a = 1.1309, S = 1/(1+a) = 0.4693
phi_m (eV) | phi_B short formula | phi_B Poisson (eV)
4.4 | 0.6123 | 0.6046
4.6 | 0.7061 | 0.6977
4.8 | 0.8000 | 0.7909
5.0 | 0.8939 | 0.8841
5.2 | 0.9877 | 0.9774
mean Poisson slope over the series = 0.4661
contact with phi_m = 5.2 eV:
  phi_m - chi = 1.2000 eV
  short formula: phi_B = 0.9877 eV
  short formula: drop = 0.2123 eV
  short formula: Q_it = 0.09386 e/nm^2
  Poisson: phi_B = 0.9774 eV
  Poisson: drop = 0.2226 eV
  Poisson: Q_it = 0.08871 e/nm^2
  Poisson: Q_s = 0.00970 e/nm^2
  barrier shift from Q_s = -0.01029 eV
  W = 96.95 nm
  b = 0.01289
local slopes at phi_m = 4.8 eV:
N (/cm^3) | b | 1/(1+a+b) | Poisson
1e+15 | 0.00160 | 0.46892 | 0.46892
1e+17 | 0.01459 | 0.46608 | 0.46608
scan at N = 1e+15 /cm^3, phi_m = 4.8 eV:
D (/eV nm^2) | delta (nm) | a | 1/(1+a) | Poisson slope
0.01 | 0.500 | 0.0226 | 0.9779 | 0.9764
0.10 | 0.500 | 0.2262 | 0.8155 | 0.8145
0.50 | 0.500 | 1.1309 | 0.4693 | 0.4689
2.00 | 0.500 | 4.5238 | 0.1810 | 0.1810
10.00 | 0.500 | 22.6189 | 0.0423 | 0.0423
0.50 | 0.050 | 0.1131 | 0.8984 | 0.8983
0.50 | 0.005 | 0.0113 | 0.9888 | 0.9888
sloping D(E): relative gradient 0.4 /eV about Phi_0
phi_m (eV) | D at E_F (/eV nm^2) | formula | Poisson slope
4.4 | 0.5383 | 0.4475 | 0.4475
5.2 | 0.4638 | 0.4850 | 0.4850
```
